# Gaussian density of states of the hypercubic lattice and its 1/d correction

## First derivation: independent momenta and the Fourier integral

### Definitions and conventions

Take an infinite hypercubic lattice in $d$ dimensions with lattice constant 1, one orbital per site, and a hopping amplitude $-t$ between nearest neighbours. A Bloch state with wave vector $\mathbf k=(k_1,\dots,k_d)$ has the energy

$$\varepsilon(\mathbf k)=-2t\sum_{i=1}^{d}\cos k_i ,\qquad -\pi<k_i\le\pi .$$

The hopping is scaled with dimension as

$$t=\frac{t_*}{\sqrt{2d}},\qquad x=\frac{\varepsilon}{t_*},$$

where $t_*>0$ stays fixed. The energy $t_*$ is the natural unit here, so atomic units are not used. The density of states $D_d(x)$, per site and per spin, is the probability density of $x$ when $\mathbf k$ is uniform in the Brillouin zone. Its integral over $x$ is 1, it equals the density per unit energy measured in units of $1/t_*$, and its integral up to $x$ is written $N_d(x)$. The standard normal density and its integral are

$$\varphi(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}},\qquad \Phi(x)=\int_{-\infty}^{x}\varphi(y)\,dy .$$

The result to be derived is

$$D_d(x)=\varphi(x)\left[1-\frac{x^4-6x^2+3}{16\,d}\right]+O\!\left(\frac1{d^2}\right),\tag{1}$$

where $d\ge3$ and the error is uniform in $x$: it is at most a constant times $1/d^2$, with one constant for all energies. In one and two dimensions the density itself diverges at certain energies, so no such bound can hold there.

Another possible scaling is $t=t_*'/(2\sqrt d)$. Equating the two expressions for $t$ gives $t_*=t_*'/\sqrt2$, so the limiting density per unit energy becomes $e^{-\varepsilon^2/t_*'^2}/(\sqrt\pi\,t_*')$. The energy axis is rescaled and nothing else changes.

### Why the hopping must scale as $d^{-1/2}$

A uniform distribution over the zone is a product of uniform distributions over the separate $k_i$. The $k_i$ are therefore independent random variables. Define

$$Y_i=-\sqrt2\cos k_i,\qquad x=-\frac{2}{\sqrt{2d}}\sum_i\cos k_i=\frac1{\sqrt d}\sum_{i=1}^dY_i .$$

Since $\cos k$ averages to 0 and $\cos^2k$ to $1/2$, each $Y_i$ has mean 0 and variance 1. Variances of independent variables add, so $x$ has variance 1 in every dimension. For a general hopping, the variance of $\varepsilon$ is $4t^2\cdot d/2=2dt^2$. It has a finite, nonzero limit only if $t$ falls as $d^{-1/2}$. With constant $t$ the spectrum would spread without limit; with $t\propto1/d$ the band edges would stay fixed, but almost all states would collect at zero energy.

### The central limit theorem

The characteristic function of $x$ is the average of $e^{isx}$. By independence it is a product of $d$ equal factors:

$$\chi_d(s)=\int e^{isx}D_d(x)\,dx=J_0(z)^d,\qquad z=s\sqrt{\frac2d},\tag{2}$$

with

$$J_0(z)=\frac1\pi\int_0^\pi\cos(z\cos k)\,dk .$$

The sine part has dropped out because $\cos k$ is distributed symmetrically about zero. To expand $J_0$, write $\cos k=(e^{ik}+e^{-ik})/2$. In $\cos^{2n}k$ the only term that survives the average has equally many factors $e^{ik}$ and $e^{-ik}$, so

$$\langle\cos^{2n}k\rangle=\frac{(2n)!}{4^n(n!)^2},\qquad J_0(z)=\sum_{n=0}^\infty\frac{(-1)^ny^n}{(n!)^2},\qquad y=\frac{z^2}{4}.$$

Hence $J_0=1-y+y^2/4-y^3/36+\dots$. With $\ln(1+v)=v-v^2/2+v^3/3-\dots$, the terms through $y^3$ are

$$\ln J_0=\left(-y+\frac{y^2}4-\frac{y^3}{36}\right)-\frac12\left(y^2-\frac{y^3}2\right)-\frac{y^3}3+\dots=-y-\frac{y^2}4-\frac{y^3}9-\dots$$

In terms of $z$ this is

$$\ln J_0(z)=-\frac{z^2}4-\frac{z^4}{64}-\frac{z^6}{576}-\dots\tag{3}$$

Inserting $z^2=2s^2/d$ and multiplying by $d$ gives

$$\ln\chi_d(s)=-\frac{s^2}2-\frac{s^4}{16d}-\frac{s^6}{72d^2}-\dots\tag{4}$$

For fixed $s$, therefore, $\chi_d(s)\to e^{-s^2/2}$, which is the characteristic function of $\varphi$.

It remains to pass from characteristic functions to numbers of states. Let $f$ be a trapezoid: equal to 1 on $[a,b]$, zero outside $[a-\delta,b+\delta]$, and linear between. Two integrations by parts show that its Fourier amplitude $F(s)$, defined by $f(x)=\int F(s)e^{isx}ds$, falls as $1/s^2$; it is bounded near $s=0$, so it is absolutely integrable. Since $|\chi_d|\le1$, dominated convergence gives

$$\int fD_d\,dx=\int F\chi_d\,ds\;\to\;\int Fe^{-s^2/2}ds=\int f\varphi\,dx .$$

The fraction of states in $[a,b]$ lies between the averages of this trapezoid and of one that fits inside the interval. Letting $\delta\to0$ after $d\to\infty$ shows that the fraction tends to $\int_a^b\varphi\,dx$. Because the variance is 1, at most a fraction $1/X^2$ of the states has $|x|>X$, so the lower limit may be moved to $-\infty$. Thus

$$N_d(x)\to\Phi(x)\quad\text{for every }x .$$

This is the central limit theorem for the present band. It concerns the integrated density of states. A density could still carry narrow spikes whose weight vanishes in every fixed interval, and excluding them takes control of $\chi_d(s)$ at large $s$.

### Fourier inversion and the large-$z$ region

The series gives $J_0'=-J_1$, which defines $J_1$, and the Bessel equation $J_0''+J_0'/z+J_0=0$. Two monotonic quantities supply the needed bounds.

First, the Bessel equation gives $J_1'=J_0-J_1/z$, so

$$\frac{d}{dz}\left(J_0^2+J_1^2\right)=-2J_0J_1+2J_1\left(J_0-\frac{J_1}z\right)=-\frac{2J_1^2}{z}\le0 .$$

This sum is 1 at $z=0$ and decreases. For $z\ge2$ it follows that $|J_0(z)|\le q$ with $q=\sqrt{J_0(2)^2+J_1(2)^2}\approx0.619$.

Second, put $u=\sqrt z\,J_0$. Substituting $J_0=z^{-1/2}u$ in the Bessel equation cancels the first derivative and leaves $u''+(1+1/4z^2)u=0$. Therefore

$$\frac{d}{dz}\left[u'^2+\left(1+\frac1{4z^2}\right)u^2\right]=2u'\left[u''+\left(1+\frac1{4z^2}\right)u\right]-\frac{u^2}{2z^3}=-\frac{u^2}{2z^3}\le0 .$$

The bracket on the left is at least $u^2$ and never exceeds its value at $z=2$, called $A^2$. So $|J_0(z)|\le A/\sqrt z$ for $z\ge2$, with $A\approx0.806$.

For $d\ge3$ the function $J_0^d$ thus falls at least as fast as $z^{-3/2}$. It is absolutely integrable, and Fourier inversion gives a continuous density:

$$D_d(x)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{-isx}J_0\!\left(s\sqrt{2/d}\right)^dds\qquad(d\ge3).\tag{5}$$

The part with $|z|>2$, that is $|s|>\sqrt{2d}$, is small. Use $q$ for $d-3$ of the factors, $A/\sqrt z$ for the other three, and $ds=\sqrt{d/2}\,dz$:

$$\frac1{2\pi}\int_{|z|>2}|J_0|^dds\le\frac1\pi\sqrt{\frac d2}\;q^{d-3}A^3\int_2^\infty\frac{dz}{z^{3/2}}=\frac{A^3}\pi\sqrt d\;q^{d-3},\tag{6}$$

because the last integral equals $\sqrt2$. This decreases exponentially with $d$, faster than any power of $1/d$.

### The small-$z$ region

For $0\le z\le2$ one has $0\le y\le1$. The terms of the alternating series for $J_0$ then do not grow in magnitude, so its partial sums bound it in turn:

$$J_0\ge\left(1-\frac y2\right)^2-\frac{y^3}{36}\ge\frac14-\frac1{36}>0,\qquad J_0\le1-y+\frac{y^2}4 .$$

Also $e^{-y}\ge1-y+y^2/2-y^3/6$. The difference $e^{-y}-J_0$ is therefore at least $y^2(1/4-y/6)\ge0$, and $0<J_0(z)\le e^{-z^2/4}$ in this region. It follows that

$$U=-d\ln J_0(z)-\frac{s^2}2\ge0,\qquad J_0(z)^d=e^{-s^2/2}e^{-U}.$$

Let $\rho(z)=-\ln J_0-z^2/4-z^4/64$. Since $J_0$ has no zero on $[0,2]$, $\rho/z^6$ is continuous there, with the limit $1/576$ at $z=0$. Hence $|\rho|\le Bz^6$ for some constant $B$. Tabulating the ratio for $0.2\le z\le2$ gives a largest value of about 0.0039. Since $z^6=8s^6/d^3$,

$$U=\frac{s^4}{16d}+d\rho,\qquad |d\rho|\le\frac{8Bs^6}{d^2}.$$

In this region $s^2\le2d$, so $U\le(1/16+16B)s^4/d$. For $U\ge0$, Taylor's formula gives $0\le e^{-U}-1+U\le U^2/2$, and therefore

$$\left|e^{-U}-1+\frac{s^4}{16d}\right|\le\frac{U^2}2+|d\rho|\le\frac1{d^2}\left[\frac12\left(\frac1{16}+16B\right)^2s^8+8Bs^6\right].\tag{7}$$

Multiplied by $e^{-s^2/2}$ and integrated over $s$, the right side is a constant times $1/d^2$. As $|e^{-isx}|=1$, that constant does not depend on $x$.

### Returning to energy

Replace $\chi_d$ in (5) by $e^{-s^2/2}(1-s^4/16d)$ for all $s$. The error has three parts: the inner one, of order $1/d^2$ by (7); the omitted outer part of $J_0^d$, bounded by (6); and the added outer part of the Gaussian expression. In the last, $s^2\ge2d$ gives $e^{-s^2/2}\le e^{-d/2}e^{-s^2/4}$, so it too is exponentially small.

Differentiating $\varphi(x)=(2\pi)^{-1}\int e^{-isx}e^{-s^2/2}ds$ four times brings down $(-is)^4=s^4$. Hence

$$\frac1{2\pi}\int e^{-isx}s^4e^{-s^2/2}ds=\varphi''''(x).$$

The derivatives follow from $\varphi'=-x\varphi$:

$$\varphi''=(x^2-1)\varphi,\quad\varphi'''=(-x^3+3x)\varphi,\quad\varphi''''=(x^4-6x^2+3)\varphi .$$

With the prefactor $-1/16d$ this is (1).

The sign has a simple origin. For one direction $\langle Y^4\rangle=4\cdot\tfrac38=\tfrac32$, whereas a Gaussian of unit variance has 3. The energy from one direction is bounded and its distribution has less weight in the tails. The correction removes density where $x^4-6x^2+3>0$, at the centre $|x|<0.74$ and in the tails $|x|>2.33$, and adds it to the shoulders between.

### The integrated density and the next term

A uniform error in $D_d$ cannot simply be integrated over an infinite range. Let $R(s)$ be the difference between $\chi_d(s)$ and $e^{-s^2/2}(1-s^4/16d)$. By symmetry $N_d(0)=\Phi(0)=1/2$, so one may integrate from 0 to $x$. The error becomes

$$\frac1{2\pi}\int R(s)\,\frac{\sin sx}{s}\,ds,$$

which is at most $(2\pi)^{-1}\int|R/s|\,ds$. By (7) the inner part of $R$ contains at least six powers of $s$, so division by $s$ does no harm, and in the outer region it helps. Since $\int_0^x\varphi''''\,dy=\varphi'''(x)$,

$$N_d(x)=\Phi(x)+\frac{x^3-3x}{16d}\,\varphi(x)+O\!\left(\frac1{d^2}\right),\tag{8}$$

again uniformly in $x$.

Keeping one more order in the inner region gives, from (4), the factor $1-s^4/16d+(s^8/512-s^6/72)/d^2$. Under inversion $s^8$ becomes $\varphi^{(8)}$ and $s^6$ becomes $-\varphi^{(6)}$, because $(-is)^6=-s^6$. The next term in $D_d$ is therefore

$$\frac1{d^2}\left[\frac{\varphi^{(8)}(x)}{512}+\frac{\varphi^{(6)}(x)}{72}\right].\tag{9}$$

Evaluated on a fine grid of $x$, the bracket has a largest magnitude of $0.025/t_*$.

## Second derivation: closed walks, and a comparison

### Symbols and results carried over

The hopping amplitude is $-t$ with $t=t_*/\sqrt{2d}$, energies are measured as $x=\varepsilon/t_*$, and $D_d(x)$ is the normalized density of states per site and spin. The normal density is $\varphi(x)=e^{-x^2/2}/\sqrt{2\pi}$, and $\chi_d(s)$ is the average of $e^{isx}$ over $D_d$. The first derivation wrote $\chi_d$ as the Bessel power $J_0(z)^d$ with $z=s\sqrt{2/d}$, and inverted the Fourier integral to find

$$D_d=\varphi-\frac{\varphi''''}{16d}+O\!\left(\frac1{d^2}\right),\qquad\varphi''''=(x^4-6x^2+3)\varphi,$$

uniformly in $x$. The region $|z|>2$ contributed an exponentially small amount. The derivation below starts from the hopping matrix in real space and uses neither Bessel functions nor independent momenta.

### Moments are numbers of closed walks

Let $H$ be the hopping matrix, with elements $-t$ between neighbouring sites and zero otherwise. Expanding the state $|0\rangle$ at the origin in Bloch states, each with equal weight, gives

$$M_m=\int x^mD_d(x)\,dx=\frac{\langle0|H^m|0\rangle}{t_*^m}.$$

The matrix product is a sum over all walks of $m$ steps that start and end at the origin, each with the weight $(-t)^m$. A closed walk takes as many forward as backward steps along every axis, so $m$ must be even and all odd moments vanish. For $m=2n$ the weight is $t^{2n}=t_*^{2n}/(2d)^n$.

Let a closed walk take $n_i$ forward and $n_i$ backward steps along axis $i$, with $\sum_in_i=n$. The number of orders in which these steps can be taken is $(2n)!/\prod_i(n_i!)^2$. Hence

$$M_{2n}=\frac1{(2d)^n}\sum_{n_1+\dots+n_d=n}\frac{(2n)!}{\prod_i(n_i!)^2}.\tag{10}$$

This sum can be read as an average. Give each of $n$ objects a label chosen independently and uniformly from the $d$ axes. The probability that axis $i$ is chosen $n_i$ times, for all $i$, is $d^{-n}n!/\prod_in_i!$. Taking one factor $1/\prod_in_i!$ and $d^{-n}n!$ out of (10) as this probability leaves

$$M_{2n}=(2n-1)!!\;\left\langle\prod_i\frac1{n_i!}\right\rangle,\qquad(2n-1)!!=\frac{(2n)!}{2^nn!}=1\cdot3\cdots(2n-1),\tag{11}$$

where the brackets denote the average over labels. Equation (11) holds in every dimension.

The prefactor is the number of ways to join $2n$ steps in pairs. If every pair consists of a step and its reverse, each pair can choose its axis and the order of its two steps in $2d$ ways. This gives $(2n-1)!!(2d)^n$ paired walks. A walk that uses one axis for several pairs has been counted more than once, since $n_i$ forward steps can be matched with $n_i$ backward steps in $n_i!$ ways. The average in (11) removes this overcounting.

### The Gaussian limit and the first correction to the moments

Let $K$ be the number of pairs of objects that carry the same label. There are $n(n-1)/2$ pairs, and each coincides with probability $1/d$, so

$$\langle K\rangle=\frac{n(n-1)}{2d}.$$

Write $G=\prod_i1/n_i!$. If $K=0$, all labels differ and $G=1$. If $K=1$, one axis occurs twice and $G=1/2$. In both cases $G=1-K/2$. If $K\ge2$, then $0<G\le1$ and $1-K/2\le0$, so

$$0\le G-1+\frac K2\le\frac K2\le\frac{K(K-1)}2 .$$

The outer bounds hold for $K=0$ and $K=1$ as well, where the second expression is zero. The average of $K(K-1)$ counts ordered choices of two different pairs that both coincide. Whether or not they share an object, two pairs coincide with probability $1/d^2$. With $n(n-1)/2$ pairs in all,

$$\langle K(K-1)\rangle=\frac1{d^2}\,\frac{n(n-1)}2\left[\frac{n(n-1)}2-1\right]=\frac{(n+1)n(n-1)(n-2)}{4d^2},$$

where $n(n-1)-2=(n-2)(n+1)$ was used. Averaging the inequalities gives

$$M_{2n}=(2n-1)!!\left[1-\frac{n(n-1)}{4d}+\delta_n\right],\qquad0\le\delta_n\le\frac{(n+1)n(n-1)(n-2)}{8d^2}.\tag{12}$$

As $d\to\infty$ at fixed $n$, the moments tend to $(2n-1)!!$, which are the moments of $\varphi$: in a large dimension, a walk of fixed length almost never uses the same axis for two pairs of steps. The first correction is the mean number of coincidences, $n(n-1)/2d$, times one half. To leading order in $1/d$ this mean is the probability of a single coincidence, and the factor one half is lost because such a walk had been counted twice.

For $n=2$ the bound on $\delta_2$ is zero, so $M_4=3-3/(2d)$ without further terms. Building the hopping matrix on a periodic lattice of five sites per direction, and taking the diagonal element of its fourth power, gives 2.25, 2.5 and 2.625 in units of $t_*^4$ for $d=2,3,4$, as the formula requires. Five sites suffice because four steps cannot go round the ring.

### From moments to the density

Since $G\le1$, every even moment satisfies $M_{2n}\le(2n-1)!!$. The terms of the series

$$\chi_d(s)=\sum_{n=0}^\infty\frac{(-1)^ns^{2n}}{(2n)!}M_{2n}$$

are therefore no larger in magnitude than $a^n/n!$ with $a=s^2/2$, because $(2n-1)!!/(2n)!=1/(2^nn!)$. The series converges for every $s$. Inserting (12),

$$\chi_d(s)=\sum_n\frac{(-a)^n}{n!}\left[1-\frac{n(n-1)}{4d}+\delta_n\right].$$

The first term sums to $e^{-a}$. In the second, $n(n-1)/n!=1/(n-2)!$, so its sum is $-(a^2/4d)e^{-a}$. With $a^2=s^4/4$,

$$\chi_d(s)=e^{-s^2/2}\left(1-\frac{s^4}{16d}\right)+r_d(s).\tag{13}$$

For the remainder, write $n+1=(n-3)+4$ in the bound on $\delta_n$ and sum in the same way:

$$|r_d(s)|\le\frac1{8d^2}\sum_n\frac{a^n}{n!}\left[n(n-1)(n-2)(n-3)+4n(n-1)(n-2)\right]=\frac{a^4+4a^3}{8d^2}\,e^{a}.\tag{14}$$

At fixed $s$ the remainder is of order $1/d^2$. The limit $\chi_d\to e^{-s^2/2}$, with the trapezoid argument of the first derivation, again gives $N_d(x)\to\Phi(x)$, where $N_d$ and $\Phi$ are the integrals of $D_d$ and $\varphi$ up to $x$. The central limit theorem for this band has thus been obtained by counting walks.

The bound (14) grows as $e^{+s^2/2}$ and cannot be integrated over all $s$. It does give the density at a finite energy resolution. For a resolution parameter $S>0$, average $D_d$ over energy with the normalized, non-negative window

$$w(x)=\frac{1-\cos Sx}{\pi Sx^2},\qquad\int w(x)e^{isx}dx=\begin{cases}1-|s|/S,&|s|\le S,\\0,&|s|>S.\end{cases}$$

The window has a width of order $1/S$. A convolution in energy is a product in $s$, so the smoothed density is

$$\int w(x-x')D_d(x')\,dx'=\frac1{2\pi}\int_{-S}^{S}e^{-isx}\left(1-\frac{|s|}S\right)\chi_d(s)\,ds .$$

Inserting (13) and using that $s^4e^{-s^2/2}$ is the transform of $\varphi''''$, one finds

$$\int w(x-x')D_d(x')\,dx'=\int w(x-x')\left[\varphi(x')-\frac{\varphi''''(x')}{16d}\right]dx'+O\!\left(\frac1{d^2}\right),\tag{15}$$

uniformly in $x$ for any fixed $S$. The bracket is the result of the first derivation. Here the resolution is fixed before $d$ becomes large; the point-by-point statement requires the estimate at large $s$.

### Numbers in finite dimension

For comparison, the density can be computed without either expansion. The distribution of $-\cos k$ for one direction is placed on an energy grid with 2000 cells per unit of $2t$, each cell keeping its weight and mean, and is convolved with itself until $d$ directions have been added. This gives the column "reference" below; all densities are in $1/t_*$. At $d=4$, $x=0$ the density has a kink, which the grid rounds off to 0.40634; the table lists the grid-free value 0.40637, rounded to four digits.

| $d$ | $x$ | reference | $\varphi$ | corrected |
|---|---|---|---|---|
| 3 | 0 | 0.3495 | 0.3989 | 0.3740 |
| 3 | 1 | 0.2343 | 0.2420 | 0.2521 |
| 4 | 0 | 0.4064 | 0.3989 | 0.3802 |
| 8 | 0 | 0.3900 | 0.3989 | 0.3896 |
| 8 | 2 | 0.0563 | 0.0540 | 0.0561 |
| 16 | 0 | 0.3943 | 0.3989 | 0.3943 |

For $d=8$ and $x=0$ the polynomial $x^4-6x^2+3$ equals 3, and the corrected density is

$$0.39894\left(1-\frac3{128}\right)=0.3896 .$$

At $x=2$ the polynomial is $16-24+3=-5$, which gives $0.05399\,(1+5/128)=0.0561$. The centre is lowered and the shoulder raised, as in the reference.

The largest deviation of the Gaussian from the reference over all energies is $4.68\times10^{-3}$, $2.34\times10^{-3}$ and $1.17\times10^{-3}$ for $d=16$, 32 and 64, halving at each step. For the corrected density it is $1.03\times10^{-4}$, $2.53\times10^{-5}$ and $6.3\times10^{-6}$, falling by a factor close to four. Multiplied by $d^2$, the last value is 0.026, close to the largest coefficient 0.025 of the $1/d^2$ term found in the first derivation.

In three and four dimensions the correction is unreliable. At $d=3$, $x=1$ it moves the density away from the reference, and at $d=4$, $x=0$ it has the wrong sign. The second case can be traced. In the region $|z|\le2$ one has $0<J_0^4\le e^{-s^2/2}$, so at $x=0$ this region contributes at most $\varphi(0)=0.3989$. The density is 0.4064, so at least 0.007 comes from $|z|>2$, which the expansion in $1/d$ omits. Integrating (5) over the two regions separately gives 0.3802 for $|z|\le2$, equal to the corrected value, and 0.026 for $|z|>2$.

That region also carries the Van Hove singularities. The Fourier integral over the finite range $|z|\le2$ can be differentiated any number of times with respect to $x$, so it is smooth. Every singularity of $D_d$ or of its derivatives must come from $|z|>2$. For $d\ge5$ the slope of $D_d$ is continuous, because $z|J_0|^d$ is then integrable, and only higher derivatives can be singular. The contribution of this region is exponentially small in $d$, so no order of the $1/d$ expansion contains these singularities.

The far tails fail for another reason. The largest $|\varepsilon|$ is $2dt=\sqrt{2d}\,t_*$, and beyond it $D_d$ vanishes while $\varphi$ does not. The Gaussian weight outside the band is 1.4 % for $d=3$ and $1.5\times10^{-8}$ for $d=16$. Inside the band the relative error can still be large. The corrected formula vanishes where $x^4-6x^2+3=16d$, or $(x^2-3)^2=6+16d$. For $d=16$ the only positive solution is

$$x=\sqrt{3+\sqrt{262}}=4.38,$$

well inside the edge at 5.66. The reference density there is $5.7\times10^{-6}/t_*$ and the Gaussian is $2.7\times10^{-5}/t_*$, nearly five times too large. Beyond this point the corrected density is negative. In the tail the formula is a small relative correction only for $x^4\ll16d$; its uniform error is an absolute one.

### What each derivation assumes

Both derivations use nearest-neighbour hopping along orthogonal axes, and both take the lattice to be infinite before $d$ grows. They use these facts differently.

The Fourier derivation uses the fact that the energy is a sum of independent, identically distributed terms, one per direction, with a finite nonzero variance. That much gives the central limit theorem. The correction also needs the third moment of one term to vanish (a nonzero one would give a term of order $d^{-1/2}$) and the value of its fourth moment. The stated size of the error uses the symmetry of the band about zero, which removes all odd orders, and the sixth-order remainder of $\ln J_0$. For the density at a point the derivation uses one thing more: the characteristic function of one direction stays below 1 in magnitude away from $z=0$ and falls fast enough for a power of it to be integrable. The cosine band with continuous $k$ meets this condition through the two Bessel bounds.

The condition is not a formality. Suppose that each $k_i$ could take only the values 0 and $\pi$. Then $\cos k_i=\pm1$ and the characteristic function is $\cos(s\sqrt{2/d})^d$. At fixed $s$ it tends to $e^{-s^2}$, so the integrated density still becomes Gaussian, with variance 2. But its magnitude returns to 1 whenever $s\sqrt{2/d}$ is a multiple of $\pi$, and the spectrum consists of separate levels in every dimension. No smooth density exists at a point, although averages over a fixed energy window converge.

The walk derivation needs no information about large $s$. It assumes that walks of a given length can be counted, and a walk of $2n$ steps tests the lattice only out to a distance of $n$ steps from its origin. The moment $M_{2n}$ is therefore the same on a finite periodic lattice with more than $2n$ sites in each direction. The price is resolution. The series for $\chi_d$ uses all moments, but the estimate (12) is useful only when $n^2$ is small compared with $d$, and summed over $n$ it gives the bound (14), which grows as $e^{s^2/2}$ and cannot be integrated over all $s$. Accordingly, its result is (15), for a fixed energy window, while the Fourier derivation gives the density at each energy with an error of order $1/d^2$.

The two agree on the coefficient because they evaluate the same fourth-order effect. In momentum space it is the deficit $\tfrac32-3=-\tfrac32$ in the fourth moment of a single cosine band, divided by $d$ when $d$ such bands are added. In real space it is the double counting of walks that use one axis for two pairs of steps, which lowers $M_4$ by the same $3/(2d)$.
